# Energy kept by a silicon ion scattered by an equal-mass atom: a program that tests the result

```python
"""
Result under test: a projectile scattered elastically through laboratory angle
theta by an equal-mass atom at rest keeps the fraction cos(theta)^2 of its
kinetic energy: 3/4 at 30 degrees.
Symbols: E0 initial energy (eV), b impact parameter (nm), A target/projectile
mass ratio, Q energy taken up internally (eV), K Coulomb strength (eV nm),
a screening length (nm). Trajectories use projectile mass 1, energies in eV
and lengths in nm, which fixes the unit of time.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from pyscf import gto, scf

E0 = 50e3
theta = np.radians(30.0)
cos_t, sin_t = np.cos(theta), np.sin(theta)
Z = 14
mass_kg = 28 * const.atomic_mass
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
K = Z**2 * const.e / (4 * np.pi * const.epsilon_0) * 1e9
a = 0.8854 * bohr_nm / (2 * Z**0.23)

# Screening functions: sums of weight * exp(-rate * r / a)
ZBL = (np.array([0.1818, 0.5099, 0.2802, 0.02817]),
       np.array([3.2, 0.9423, 0.4029, 0.2016]))
BOHR_TYPE = (np.array([1.0]), np.array([1.0]))
v0 = np.sqrt(2 * E0)


def potential(r, screening):
    weight, rate = screening
    return K / r * np.sum(weight * np.exp(-rate * r / a))


def collide(b, A=1.0, screening=ZBL):
    """Integrate both atoms in the laboratory frame (x across, z along beam)."""
    weight, rate = screening

    def motion(t, y):
        sep = y[0:2] - y[2:4]
        r = np.hypot(sep[0], sep[1])
        u = rate * r / a
        force = K / r**3 * np.sum(weight * (1 + u) * np.exp(-u)) * sep
        return np.concatenate((y[4:8], force, -force / A))

    def turning(t, y):
        return np.dot(y[0:2] - y[2:4], y[4:6] - y[6:8])

    start = np.array([b, -1.0, 0.0, 0.0, 0.0, v0, 0.0, 0.0])
    sol = solve_ivp(motion, (0, 2.5 / v0), start, method="DOP853",
                    rtol=1e-11, atol=1e-12, max_step=0.02 / v0,
                    events=turning)
    assert sol.success
    end = sol.y[:, -1]
    closest_state = sol.y_events[0][0]
    closest = np.linalg.norm(closest_state[0:2] - closest_state[2:4])
    return end[4:6], end[6:8], closest


def angle(v):
    return np.arctan2(v[0], v[1])


def unequal_fraction(A, th):
    root = np.sqrt(A**2 - np.sin(th)**2)
    return ((np.cos(th) + root) / (1 + A))**2


def inelastic_fraction(Q):
    return ((cos_t + np.sqrt(cos_t**2 - 2 * Q / E0)) / 2)**2


# Trajectories over a range of impact parameters, equal and unequal masses
for b in (0.002, 0.005, 0.010, 0.020):
    v1, v2, _ = collide(b)
    assert abs(v1 @ v1 / v0**2 - np.cos(angle(v1))**2) < 1e-7
    assert abs(v2 @ v2 / v0**2 - np.sin(angle(v1))**2) < 1e-7
    assert abs(angle(v1) - angle(v2) - np.pi / 2) < 1e-6
    v1, v2, _ = collide(b, A=30 / 28)
    assert abs(v1 @ v1 / v0**2 - unequal_fraction(30 / 28, angle(v1))) < 1e-7

# Impact parameter that gives 30 degrees, for two force laws
found = {}
for name, screening in (("ZBL", ZBL), ("Bohr-type", BOHR_TYPE)):
    b = brentq(lambda s: angle(collide(s, 1.0, screening)[0]) - theta,
               0.001, 0.03)
    v1, v2, closest = collide(b, 1.0, screening)
    fraction = v1 @ v1 / v0**2
    assert abs(fraction - 0.75) < 1e-7
    balance = potential(closest, screening) / (E0 / 2) + (b / closest)**2
    assert abs(balance - 1) < 1e-6
    found[name] = (b, closest, fraction, v1, v2)
b_zbl, closest, fraction, v1, v2 = found["ZBL"]
b_bohr, _, fraction_bohr, _, _ = found["Bohr-type"]
assert abs(b_zbl / b_bohr - 1) > 0.01
cm_angle = angle(v1 - np.array([0.0, v0 / 2]))
assert abs(cm_angle - 2 * theta) < 1e-6

# Free silicon atom: cost and size of the 2p shell
atom = gto.M(atom="Si 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
mf = scf.ROHF(atom)
mf.max_cycle = 200
mf.kernel()
assert mf.converged
levels_2p = -mf.mo_energy[2:5] * hartree_eV
assert np.ptp(levels_2p) < 0.05 * levels_2p.mean()
orbitals_2p = mf.mo_coeff[:, 2:5]
r2 = np.einsum("pi,pq,qi->i", orbitals_2p, atom.intor("int1e_r2"), orbitals_2p)
radius_2p = np.sqrt(r2.mean()) * bohr_nm
assert closest < 2 * radius_2p
Q_core = 2 * levels_2p.mean()

# Inelastic formula against a centre-of-mass construction
def inelastic_velocity(cm, Q):
    speed = 0.5 * np.sqrt(1 - 2 * Q / E0)
    return np.array([speed * np.sin(cm), 0.5 + speed * np.cos(cm)])


for Q in (Q_core, 5000.0):
    cm = brentq(lambda c: angle(inelastic_velocity(c, Q)) - theta, 0.01, 1.5)
    v = inelastic_velocity(cm, Q)
    assert abs(v @ v - inelastic_fraction(Q)) < 1e-9
loss_core = E0 * (0.75 - inelastic_fraction(Q_core))
assert abs(loss_core / Q_core - 1) < 0.05

# Relativistic formula against a Lorentz boost, units m = c = 1
def relativistic_fraction(T):
    return cos_t**2 / (1 + T * sin_t**2 / 2)


def boosted(cm, T):
    beta = np.sqrt(T * (T + 2)) / (T + 2)
    gamma = 1 / np.sqrt(1 - beta**2)
    energy = np.sqrt(4 + 2 * T) / 2
    p = np.sqrt(energy**2 - 1)
    momentum = np.array([p * np.sin(cm),
                         gamma * (p * np.cos(cm) + beta * energy)])
    return momentum, gamma * (energy + beta * p * np.cos(cm)) - 1


for T in (0.5, 3.0):
    cm = brentq(lambda c: angle(boosted(c, T)[0]) - theta, 0.01, 3.1)
    assert abs(boosted(cm, T)[1] / T - relativistic_fraction(T)) < 1e-9
rest_energy = mass_kg * const.c**2 / const.e
shift_rel = 0.75 - relativistic_fraction(E0 / rest_energy)

# Thermal target: sample velocities, intersect the 30 degree ray with the
# sphere of allowed final velocities (velocities in units of v0)
temperature = 300.0
kT = const.k * temperature / const.e
sigma = np.sqrt(kT / (2 * E0))
spread = 2 * sin_t * sigma
rng = np.random.default_rng(4)
target = sigma * rng.standard_normal((200000, 3))
beam = np.array([0.0, 0.0, 1.0])
ray = np.array([sin_t, 0.0, cos_t])
center = (beam + target) / 2
radius_sq = np.sum((beam - target)**2, axis=1) / 4
along = center @ ray
speed = along + np.sqrt(along**2 - np.sum(center**2, axis=1) + radius_sq)
sampled_spread = np.std(speed**2)
assert abs(sampled_spread / spread - 1) < 0.01

# Rough typical values for crystalline silicon
displacement_eV = 15.0
lattice_nm = 0.543
bond_nm = np.sqrt(3) / 4 * lattice_nm
loss_binding = E0 * (0.75 - inelastic_fraction(displacement_eV))
speed_SI = np.sqrt(2 * E0 * const.e / mass_kg)

print(f"Initial ion energy: {E0/1e3:.1f} keV")
print(f"Laboratory deflection: {np.degrees(theta):.1f} deg")
print(f"Initial ion speed: {speed_SI/1e3:.1f} km/s")
print(f"Final ion speed: {speed_SI*cos_t/1e3:.1f} km/s")
print(f"Recoil speed: {speed_SI*sin_t/1e3:.1f} km/s")
print(f"Retained fraction, cosine formula: {cos_t**2:.6f}")
print(f"Final ion energy, formula: {E0*cos_t**2/1e3:.3f} keV")
print(f"Recoil energy, formula: {E0*sin_t**2/1e3:.3f} keV")
print(f"Retained fraction, ZBL trajectory: {fraction:.6f}")
print(f"Retained fraction, Bohr-type trajectory: {fraction_bohr:.6f}")
print(f"Recoil angle, trajectory: {np.degrees(-angle(v2)):.3f} deg")
print(f"Centre-of-mass angle, trajectory: {np.degrees(cm_angle):.3f} deg")
print(f"Wrong fraction if 60 deg is used: {np.cos(cm_angle)**2:.4f}")
print(f"Screening length: {a:.5f} nm")
print(f"Impact parameter, ZBL: {b_zbl:.5f} nm")
print(f"Impact parameter, Bohr-type: {b_bohr:.5f} nm")
print(f"Closest approach, ZBL: {closest:.5f} nm")
print(f"Lattice constant, rough input: {lattice_nm:.3f} nm")
print(f"Bond length from it: {bond_nm:.3f} nm")
print(f"Bond length / closest approach: {bond_nm/closest:.1f}")
for number in (29, 30):
    f = unequal_fraction(number / 28, theta)
    print(f"Retained fraction, Si-{number} target: {f:.4f}")
    print(f"Final ion energy, Si-{number} target: {E0*f/1e3:.2f} keV")
print(f"2p orbital binding, ROHF/cc-pVTZ: {levels_2p.mean():.1f} eV")
print(f"2p rms radius: {radius_2p:.4f} nm")
print(f"Q for two 2p vacancies: {Q_core:.0f} eV")
print(f"Retained fraction with this Q: {inelastic_fraction(Q_core):.4f}")
print(f"Ion energy deficit with this Q: {loss_core:.0f} eV")
print(f"Displacement energy, rough input: {displacement_eV:.0f} eV")
print(f"Ion energy deficit if all lost: {loss_binding:.1f} eV")
print(f"Target temperature: {temperature:.0f} K")
print(f"Thermal rms spread of fraction, formula: {spread:.2e}")
print(f"Thermal rms spread of fraction, sampled: {sampled_spread:.2e}")
print(f"Thermal rms spread of ion energy: {E0*spread:.1f} eV")
print(f"Ion rest energy: {rest_energy/1e9:.2f} GeV")
print(f"Relativistic decrease of fraction: {shift_rel:.2e}")
print(f"Relativistic decrease of ion energy: {E0*shift_rel:.4f} eV")
print("tests ok")
```

Printed output:

```
Initial ion energy: 50.0 keV
Laboratory deflection: 30.0 deg
Initial ion speed: 587.0 km/s
Final ion speed: 508.4 km/s
Recoil speed: 293.5 km/s
Retained fraction, cosine formula: 0.750000
Final ion energy, formula: 37.500 keV
Recoil energy, formula: 12.500 keV
Retained fraction, ZBL trajectory: 0.750000
Retained fraction, Bohr-type trajectory: 0.750000
Recoil angle, trajectory: 60.000 deg
Centre-of-mass angle, trajectory: 60.000 deg
Wrong fraction if 60 deg is used: 0.2500
Screening length: 0.01277 nm
Impact parameter, ZBL: 0.00617 nm
Impact parameter, Bohr-type: 0.00624 nm
Closest approach, ZBL: 0.00960 nm
Lattice constant, rough input: 0.543 nm
Bond length from it: 0.235 nm
Bond length / closest approach: 24.5
Retained fraction, Si-29 target: 0.7586
Final ion energy, Si-29 target: 37.93 keV
Retained fraction, Si-30 target: 0.7666
Final ion energy, Si-30 target: 38.33 keV
2p orbital binding, ROHF/cc-pVTZ: 115.8 eV
2p rms radius: 0.0317 nm
Q for two 2p vacancies: 232 eV
Retained fraction with this Q: 0.7454
Ion energy deficit with this Q: 232 eV
Displacement energy, rough input: 15 eV
Ion energy deficit if all lost: 15.0 eV
Target temperature: 300 K
Thermal rms spread of fraction, formula: 5.08e-04
Thermal rms spread of fraction, sampled: 5.10e-04
Thermal rms spread of ion energy: 25.4 eV
Ion rest energy: 26.08 GeV
Relativistic decrease of fraction: 1.80e-07
Relativistic decrease of ion energy: 0.0090 eV
tests ok
```
